# Magnons of the canted Heisenberg antiferromagnet in a magnetic field: a numerical check

```python
# Magnons of the canted Heisenberg antiferromagnet in a field.
# H = J sum_bonds S_i.S_j - h sum_i S_i^z, bipartite lattice, z neighbours.
# Result under test, for h below h_s = 2 z J S:
#   omega_k = z J S sqrt((1 + gamma_k)(1 + gamma_k cos 2theta)),
#   cos theta = h / h_s, gamma_k = average of cos(k.delta) over neighbours.
# Hence omega = h at k = 0 and omega = 0 at the ordering vector Q.
# X_k, P_k: stiffnesses of the two transverse spin components
# (in the canting plane, and perpendicular to it); omega^2 = X_k P_k.
import numpy as np
from scipy import constants
from scipy.optimize import minimize

J, S, Z, G_FACTOR, B_FIELD = 0.5, 1.0, 6, 2.0, 20.0   # meV, -, -, -, tesla
MU_B = constants.physical_constants["Bohr magneton in eV/T"][0] * 1e3
GHZ_PER_MEV = 1e-3 * constants.e / constants.h * 1e-9
h_sat = 2 * Z * J * S
h_ex = G_FACTOR * MU_B * B_FIELD
Q = np.array([np.pi] * 3)


def stiffness(gamma, h):
    """Derived formulas, canted and saturated phases."""
    c = min(1.0, h / h_sat)
    onsite = max(Z * J * S, h - Z * J * S)
    x = onsite + Z * J * S * gamma * (2 * c * c - 1)
    p = onsite + Z * J * S * gamma
    return x, p


def omega(k, h):
    x, p = stiffness(np.mean(np.cos(k)), h)
    return np.sqrt(max(x * p, 0.0))


def lattice(length, dim):
    """Periodic hypercubic cluster: adjacency, sublattice signs, gammas."""
    sites = np.indices((length,) * dim).reshape(dim, -1).T
    d = (sites[:, None, :] - sites[None, :, :]) % length
    d = np.minimum(d, length - d).sum(axis=2)
    gammas = np.cos(2 * np.pi * sites / length).mean(axis=1)
    return (d == 1).astype(float), (-1.0) ** sites.sum(axis=1), gammas


def linearize(adj, eta, theta, h, exch):
    """Numerical Jacobian of hbar dS/dt = (dH/dS) x S about the canted state."""
    n = len(eta)
    one, zero = np.ones(n), np.zeros(n)
    c, s = np.cos(theta), np.sin(theta)
    ez = np.stack([eta * s, zero, c * one], axis=1)
    ex = np.stack([c * one, zero, -eta * s], axis=1)
    ey = np.stack([zero, one, zero], axis=1)

    def rate(spins):
        grad = (adj @ spins) * exch - np.array([0.0, 0.0, h])
        return np.cross(grad, spins)

    base = S * ez
    assert np.abs(rate(base)).max() < 1e-11      # the state is stationary
    jac = np.zeros((2 * n, 2 * n))
    step = 1e-2       # the rate is quadratic: central differences are exact
    for col in range(2 * n):
        shift = np.zeros((n, 3))
        site = col % n
        shift[site] = step * (ex[site] if col < n else ey[site])
        diff = (rate(base + shift) - rate(base - shift)) / (2 * step)
        jac[:n, col] = (diff * ex).sum(axis=1)
        jac[n:, col] = (diff * ey).sum(axis=1)
    return jac


def squared_frequencies(jac):
    return np.sort(np.linalg.eigvals(-jac @ jac).real)


# --- Classical ground state from unrestricted minimization, 64 spins ---
adj, eta, gammas = lattice(4, 3)
n_sites = len(eta)


def energy_and_gradient(angles):
    t, f = angles[:n_sites], angles[n_sites:]
    spins = S * np.stack([np.sin(t) * np.cos(f), np.sin(t) * np.sin(f),
                          np.cos(t)], axis=1)
    dt = S * np.stack([np.cos(t) * np.cos(f), np.cos(t) * np.sin(f),
                       -np.sin(t)], axis=1)
    df = S * np.stack([-np.sin(t) * np.sin(f), np.sin(t) * np.cos(f),
                       0 * t], axis=1)
    exchange_field = J * adj @ spins
    grad = exchange_field - np.array([0.0, 0.0, h_ex])
    energy = 0.5 * (spins * exchange_field).sum() - h_ex * spins[:, 2].sum()
    return energy, np.concatenate([(grad * dt).sum(1), (grad * df).sum(1)])


rng = np.random.default_rng(5)
best = None
for _ in range(6):
    start = np.concatenate([np.arccos(rng.uniform(-1, 1, n_sites)),
                            rng.uniform(0, 2 * np.pi, n_sites)])
    run = minimize(energy_and_gradient, start, jac=True, method="L-BFGS-B",
                   options={"maxiter": 5000, "maxfun": 10000,
                            "ftol": 1e-15, "gtol": 1e-9})
    if best is None or run.fun < best.fun:
        best = run
energy_min = best.fun / n_sites
energy_formula = -Z * J * S**2 / 2 - h_ex**2 / (4 * Z * J)
cos_found = np.cos(best.x[:n_sites])
assert abs(energy_min - energy_formula) < 1e-7
assert np.abs(cos_found - h_ex / h_sat).max() < 1e-3

# --- Spectrum from the linearized equations of motion, all 64 wave vectors ---
iso = J * np.ones(3)
worst = 0.0
for h in (h_ex, 0.8 * h_sat, 1.2 * h_sat):
    theta = np.arccos(min(1.0, h / h_sat))
    jac = linearize(adj, eta, theta, h, iso)
    x_k, p_k = stiffness(gammas, h)
    n = n_sites
    assert np.abs(jac[:n, :n]).max() < 1e-10
    assert np.abs(jac[n:, n:]).max() < 1e-10
    p_num = np.linalg.eigvalsh(jac[:n, n:])
    x_num = np.linalg.eigvalsh(-jac[n:, :n])
    assert np.allclose(p_num, np.sort(p_k), atol=1e-9)
    assert np.allclose(x_num, np.sort(x_k), atol=1e-9)
    w2 = squared_frequencies(jac)
    deviation = np.abs(w2 - np.sort(np.repeat(x_k * p_k, 2))).max()
    worst = max(worst, deviation)
    assert deviation < 1e-8
    uniform = np.concatenate([np.ones(n), np.zeros(n)])
    assert np.allclose(jac @ (jac @ uniform), -h**2 * uniform, atol=1e-9)
    staggered = np.concatenate([np.zeros(n), eta])
    cost = np.linalg.norm(jac @ staggered) / np.sqrt(n)
    assert abs(cost - max(0.0, h - h_sat)) < 1e-9

# --- Anisotropy: which symmetry protects which mode (two-sublattice sector) ---
pair = np.array([[0.0, Z], [Z, 0.0]])
pair_eta = np.array([1.0, -1.0])


def centre_modes(exch):
    theta = np.arccos(h_ex / (Z * S * (exch[0] + exch[2])))
    w2 = squared_frequencies(linearize(pair, pair_eta, theta, h_ex, exch))
    return np.sqrt(np.maximum(w2[::2], 0.0))


modes_iso = centre_modes(iso)
modes_plane = centre_modes(J * np.array([1.0, 1.0, 0.9]))
modes_axis = centre_modes(J * np.array([1.1, 1.0, 1.0]))
assert modes_iso[0] < 1e-5 and abs(modes_iso[1] - h_ex) < 1e-8
assert modes_plane[0] < 1e-5 and abs(modes_plane[1] - h_ex) > 0.1
assert modes_axis[0] > 0.1

# --- Long-wave limits against the full dispersion ---
sin_ex = np.sqrt(1 - (h_ex / h_sat) ** 2)
velocity = J * S * np.sqrt(2 * Z) * sin_ex
q = np.array([0.01, 0.0, 0.0])
assert abs(omega(Q + q, h_ex) / 0.01 / velocity - 1) < 1e-3
assert abs(omega(Q + q, h_sat) / (J * S * 0.01**2) - 1) < 1e-3


def larmor_curvature(h):
    c2 = (h / h_sat) ** 2
    return -h * (3 * c2 - 1) / (4 * Z * c2)


h_40 = G_FACTOR * MU_B * 40.0
for h in (h_ex, h_40):
    k = np.array([0.003, 0.0, 0.0])
    numeric = (omega(k, h) - h) / 0.003**2
    assert abs(numeric / larmor_curvature(h) - 1) < 1e-3
assert larmor_curvature(h_ex) > 0 > larmor_curvature(h_40)


# --- Exact diagonalization of small quantum clusters, in units of J ---
def quantum_cluster(bonds, spin, jz=1.0):
    dim = int(round(2 * spin + 1))
    m = spin - np.arange(dim)
    sz = np.diag(m)
    sp = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    count = len(bonds)

    def at(op, i):
        return np.kron(np.kron(np.eye(dim**i), op), np.eye(dim**(count-i-1)))

    zs = [at(sz, i) for i in range(count)]
    ps = [at(sp, i) for i in range(count)]
    ham = np.zeros_like(zs[0])
    for i in range(count):
        for j in range(i):
            if bonds[i, j]:
                flip = ps[i] @ ps[j].T
                ham += jz * zs[i] @ zs[j] + 0.5 * (flip + flip.T)
    return ham, sum(zs), sum(ps).T


def larmor_residual(ham, sz_tot, s_minus, h):
    full = ham - h * sz_tot
    levels, vectors = np.linalg.eigh(full)
    lowered = s_minus @ vectors[:, 0]
    norm = np.linalg.norm(lowered)
    assert norm > 0.1
    return np.linalg.norm(full @ lowered - (levels[0] + h) * lowered) / norm


quantum_rows = []
for name, length, dim, spin in (("cube S=1/2", 2, 3, 0.5),
                                ("ring S=1", 4, 1, 1.0)):
    bonds, _, gam = lattice(length, dim)
    coord = bonds[0].sum()
    hs = 2 * coord * spin
    ham, sz_tot, s_minus = quantum_cluster(bonds, spin)
    m_max = len(bonds) * spin
    moments = []
    for factor in (0.999, 1.001):
        ground = np.linalg.eigh(ham - factor * hs * sz_tot)[1][:, 0]
        moments.append(ground @ sz_tot @ ground)
    assert moments[0] < m_max - 0.5 and abs(moments[1] - m_max) < 1e-9
    m_diag = np.diag(sz_tot)
    sector = np.where(np.abs(m_diag - (m_max - 1)) < 1e-9)[0]
    polarized = ham[np.argmax(m_diag), np.argmax(m_diag)]
    one_magnon = np.linalg.eigvalsh(ham[np.ix_(sector, sector)]) - polarized
    assert np.allclose(one_magnon, np.sort(-coord * spin * (1 - gam)),
                       atol=1e-10)
    res_iso = larmor_residual(ham, sz_tot, s_minus, 0.6 * hs)
    res_xxz = larmor_residual(*quantum_cluster(bonds, spin, 0.9), 0.6 * hs)
    assert res_iso < 1e-10 and res_xxz > 1e-3
    quantum_rows.append((name, hs, moments, m_max, res_iso, res_xxz))

# --- Worked example ---
theta_ex = np.arccos(h_ex / h_sat)
print(f"J = {J} meV, S = {S:.0f}, z = {Z}, g = {G_FACTOR:.0f}, B = {B_FIELD:.0f} T")
print(f"Bohr magneton = {MU_B:.6f} meV/T")
print(f"field energy h = {h_ex:.4f} meV")
print(f"saturation energy h_s = {h_sat:.4f} meV")
print(f"saturation field = {h_sat / (G_FACTOR * MU_B):.2f} T")
print(f"cos theta = {h_ex / h_sat:.4f}")
print(f"theta from field axis = {np.degrees(theta_ex):.2f} degrees")
print(f"cos 2theta = {np.cos(2 * theta_ex):.4f}, sin theta = {sin_ex:.4f}")
print(f"energy per spin, formula = {energy_formula:.6f} meV")
print(f"energy per spin, minimized = {energy_min:.6f} meV")
for label, gamma in (("k=0", 1.0), ("k=Q", -1.0)):
    x_val, p_val = stiffness(gamma, h_ex)
    print(f"{label}: X = {x_val:.4f} meV, P = {p_val:.4f} meV")
print(f"Larmor mode at k=0 = {omega(0 * Q, h_ex):.4f} meV")
print(f"Larmor frequency = {h_ex * GHZ_PER_MEV:.1f} GHz")
print(f"gapless mode at Q = {omega(Q, h_ex):.4f} meV")
print(f"slope near Q = {velocity:.4f} meV per unit of q*a")
print(f"curvature at k=0, 20 T = {larmor_curvature(h_ex):.4f} meV per (ka)^2")
print(f"curvature at k=0, 40 T = {larmor_curvature(h_40):.4f} meV per (ka)^2")
print(f"curvature changes sign at {h_sat/np.sqrt(3)/(G_FACTOR*MU_B):.2f} T")
h_60 = G_FACTOR * MU_B * 60.0
print(f"gap at Q at 60 T = {omega(Q, h_60):.4f} meV")
print("omega in meV along k*a = (q,q,q)")
print("q/pi     0 T    20 T    40 T   h=h_s    60 T")
for fraction in (0.0, 0.25, 0.5, 0.75, 1.0):
    row = [omega(fraction * Q, h) for h in (0.0, h_ex, h_40, h_sat, h_60)]
    print(f"{fraction:4.2f} " + " ".join(f"{w:7.4f}" for w in row))
print(f"64 spins: largest error of omega^2 = {worst:.1e} meV^2")
print("zone-centre modes at 20 T, in meV:")
print(f" isotropic: {modes_iso[0]:.4f}, {modes_iso[1]:.4f}")
print(f" J_z = 0.9 J: {modes_plane[0]:.4f}, {modes_plane[1]:.4f}")
print(f" J_x = 1.1 J: {modes_axis[0]:.4f}, {modes_axis[1]:.4f}")
for name, hs, moments, m_max, res_iso, res_xxz in quantum_rows:
    print(f"{name}: h_s = {hs:.1f} J, full moment = {m_max:.0f}")
    print(f" moment at 0.999 h_s = {moments[0]:.3f}, "
          f"at 1.001 h_s = {moments[1]:.3f}")
    print(f" Larmor residual at 0.6 h_s = {res_iso:.1e} J")
    print(f" same with J_z = 0.9 J: {res_xxz:.4f} J")
print("checks complete")
```

It prints:

```
J = 0.5 meV, S = 1, z = 6, g = 2, B = 20 T
Bohr magneton = 0.057884 meV/T
field energy h = 2.3154 meV
saturation energy h_s = 6.0000 meV
saturation field = 51.83 T
cos theta = 0.3859
theta from field axis = 67.30 degrees
cos 2theta = -0.7022, sin theta = 0.9225
energy per spin, formula = -1.946738 meV
energy per spin, minimized = -1.946738 meV
k=0: X = 0.8935 meV, P = 6.0000 meV
k=Q: X = 5.1065 meV, P = 0.0000 meV
Larmor mode at k=0 = 2.3154 meV
Larmor frequency = 559.8 GHz
gapless mode at Q = 0.0000 meV
slope near Q = 1.5979 meV per unit of q*a
curvature at k=0, 20 T = 0.3584 meV per (ka)^2
curvature at k=0, 40 T = -0.2549 meV per (ka)^2
curvature changes sign at 29.92 T
gap at Q at 60 T = 0.9461 meV
omega in meV along k*a = (q,q,q)
q/pi     0 T    20 T    40 T   h=h_s    60 T
0.00  0.0000  2.3154  4.6307  6.0000  6.9461
0.25  2.1213  2.7813  4.1764  5.1213  6.0674
0.50  3.0000  3.0000  3.0000  3.0000  3.9461
0.75  2.1213  1.9862  1.5098  0.8787  1.8247
1.00  0.0000  0.0000  0.0000  0.0000  0.9461
64 spins: largest error of omega^2 = 3.6e-13 meV^2
zone-centre modes at 20 T, in meV:
 isotropic: 0.0000, 2.3154
 J_z = 0.9 J: 0.0000, 2.7282
 J_x = 1.1 J: 1.2786, 2.6927
cube S=1/2: h_s = 3.0 J, full moment = 4
 moment at 0.999 h_s = 3.000, at 1.001 h_s = 4.000
 Larmor residual at 0.6 h_s = 2.7e-15 J
 same with J_z = 0.9 J: 0.1552 J
ring S=1: h_s = 4.0 J, full moment = 4
 moment at 0.999 h_s = 3.000, at 1.001 h_s = 4.000
 Larmor residual at 0.6 h_s = 7.5e-15 J
 same with J_z = 0.9 J: 0.2166 J
checks complete
```
